# Tutorial sheet: the spin-flip M1 decay of helium $2\,^3S_1$

## Problem

Use atomic units with Gaussian fields: $c=1/\alpha$, electron charge $-1$, $\boldsymbol\pi=\mathbf p+\alpha\mathbf A$, $g=2$, and a fixed point nucleus of charge $Z$. The real spatial functions $\psi_f$ ($1\,^1S$) and $\psi_i$ ($2\,^3S$) are eigenfunctions of $H=\tfrac12(p_1^2+p_2^2)+V$, with $V=-Z/r_1-Z/r_2+1/u$, $\mathbf r_{12}=\mathbf r_1-\mathbf r_2$, $u=|\mathbf r_{12}|$ and $\omega=E_i-E_f$.

(a) Show that the nonrelativistic moment gives no one-photon decay, even with Breit–Pauli mixing. (b) Derive the operator that gives the decay at lowest order in $\alpha$. (c) Find equivalent forms of it and the rate. (d) Evaluate the lifetime of helium with Hylleraas functions.

## Hints

1. Ask what $\mathbf L+2\mathbf S$ does to each state.
2. Eliminate the small component with $D=i\partial_t-V$; the photon has an electric field.
3. Between $L=0$ states only rotational scalars in space survive.
4. The spin of one electron makes a vector potential at the other.
5. Compute $[H,[H,r_1^2]]$.

## Solution

### (a) Rate formula and selection

Equating the field energy of a mode in volume $\mathcal V$ to $\omega$, $4B_0^2\mathcal V/8\pi=\omega$, gives $B_0^2=2\pi\omega/\mathcal V$. The density of states is $\mathcal V\alpha^3\omega^2d\Omega/(2\pi)^3$, since $k=\alpha\omega$. For $\delta H=-\boldsymbol\mu\cdot\mathbf B$ the golden rule gives

$$A=\frac{\alpha^3\omega^3}{2\pi}\int d\Omega\sum_{\rm pol}|\boldsymbol\mu_{fi}\cdot\hat{\mathbf b}|^2=\frac43\alpha^3\omega^3|\boldsymbol\mu_{fi}|^2,$$

because the polarization sum is $|\boldsymbol\mu|^2-|\hat{\mathbf k}\cdot\boldsymbol\mu|^2$, whose angular average is $\tfrac23|\boldsymbol\mu|^2$.

For $J=1\to0$ the photon carries $j=1$, and both states are even, so only M1 is allowed. The lowest-order moment is $\boldsymbol\mu_0=-\tfrac\alpha2(\mathbf L+2\mathbf S)$. It annihilates the ${}^1S_0$ state, so the direct element vanishes. The Breit–Pauli terms $H_B\sim\alpha^2$ add

$$\sum_n\frac{\langle f|\boldsymbol\mu_0|n\rangle\langle n|H_B|i\rangle}{E_i-E_n}+\sum_n\frac{\langle f|H_B|n\rangle\langle n|\boldsymbol\mu_0|i\rangle}{E_f-E_n}.$$

The first sum vanishes because $\langle f|\boldsymbol\mu_0=0$. In the second, $\boldsymbol\mu_0|i\rangle=-\alpha\mathbf S|i\rangle$ stays in the $2\,^3S_1$ multiplet, and the scalar $H_B$ cannot join $J=1$ to $J=0$. The amplitude must come from explicit corrections of relative order $\alpha^2$ to the coupling.

### (b) The effective operator

**Pauli reduction.** With $\Pi=\boldsymbol\sigma\cdot\boldsymbol\pi$ and the rest energy removed, the Dirac equation reads $D\varphi=c\Pi\chi$, $(2c^2+D)\chi=c\Pi\varphi$. Expanding the inverse, $\chi=\tfrac\alpha2\Pi\varphi-\tfrac{\alpha^3}4D\Pi\varphi$, so $D\varphi=\tfrac12\Pi^2\varphi-\tfrac{\alpha^2}4\Pi D\Pi\varphi$. The conserved norm is $\langle\varphi|1+\tfrac{\alpha^2}4\Pi^2|\varphi\rangle$, so the normalized spinor is $\psi=(1+\tfrac{\alpha^2}8\Pi^2)\varphi$. Then

$$D\psi=\Big[\tfrac12\Pi^2-\tfrac{\alpha^2}{16}\Pi^4+\tfrac{\alpha^2}8\big(D\Pi^2-2\Pi D\Pi\big)\Big]\psi .$$

Expanding the double commutator shows $D\Pi^2-2\Pi D\Pi=[\Pi,[\Pi,D]]-\Pi^2D$, and in the last term $D\psi\approx\tfrac12\Pi^2\psi$ supplies a second $-\tfrac{\alpha^2}{16}\Pi^4$. Next, $[\boldsymbol\pi,D]=i\nabla V-i\alpha\,\partial_t\mathbf A=-i\mathbf F$, with the force $\mathbf F=-\nabla V+\alpha\,\partial_t\mathbf A$. From $\sigma^i\sigma^j=\delta^{ij}+i\epsilon^{ijk}\sigma^k$, $[\Pi,-i\boldsymbol\sigma\cdot\mathbf F]=-\nabla\cdot\mathbf F-\boldsymbol\sigma\cdot(\mathbf F\times\boldsymbol\pi-\boldsymbol\pi\times\mathbf F)$. Hence

$$H_P=V+\tfrac12\Pi^2-\tfrac{\alpha^2}8\Pi^4-\tfrac{\alpha^2}8\boldsymbol\sigma\cdot(\mathbf F\times\boldsymbol\pi-\boldsymbol\pi\times\mathbf F)-\tfrac{\alpha^2}8\nabla\cdot\mathbf F .$$

Also $\boldsymbol\pi\times\boldsymbol\pi=-i\alpha\mathbf B$, so $\Pi^2=\pi^2+\alpha\boldsymbol\sigma\cdot\mathbf B$. The expansion needs $Z\alpha\ll1$.

**Conventions for the photon.** Emission is driven by the part of the field varying as $e^{i\omega t-i\mathbf k\cdot\mathbf r}$, so $\partial_t\mathbf A=i\omega\mathbf A$. Write the spin coupling as $\tfrac\alpha2\mathbf B\cdot\sum_a\boldsymbol\sigma_a(1+\alpha^2Q_a)$. Both states have $L=0$, so $x^iy^j\to\tfrac13\delta^{ij}\mathbf x\cdot\mathbf y$. In terms already of order $\alpha^3$, $\mathbf A=\tfrac12\mathbf B\times\mathbf r$ suffices: the constant part of $\mathbf A$ gives odd operators, and the symmetric part $S^{kl}r^l$ gives $\epsilon^{ijk}S^{kj}=0$ after the scalar projection. Spin-free terms cannot change $S$ and are dropped.

**One-electron terms.**

*Retardation.* In $\tfrac\alpha2\boldsymbol\sigma\cdot\mathbf B\,e^{-i\mathbf k\cdot\mathbf r}$ the linear term is odd and $-\tfrac12(\mathbf k\cdot\mathbf r)^2\to-\tfrac16k^2r^2$. This contributes $-k^2r^2/(6\alpha^2)=-\omega^2r^2/6$ to $Q$.

*Mass term.* The part of $\Pi^4$ linear in $\boldsymbol\sigma\cdot\mathbf B$ is $2\alpha p^2\boldsymbol\sigma\cdot\mathbf B$. Multiplied by $-\alpha^2/8$ it equals $\tfrac\alpha2\boldsymbol\sigma\cdot\mathbf B\,\alpha^2(-p^2/2)$.

*Spin-orbit seagull.* Taking $\mathbf F\to-\nabla V$, $\boldsymbol\pi\to\alpha\mathbf A$,

$$\tfrac{\alpha^3}4\boldsymbol\sigma\cdot(\nabla V\times\mathbf A)=\tfrac{\alpha^3}8\big[\boldsymbol\sigma\cdot\mathbf B\;\mathbf r\cdot\nabla V-\boldsymbol\sigma\cdot\mathbf r\;\mathbf B\cdot\nabla V\big]\to\tfrac{\alpha^3}8\cdot\tfrac23\,\boldsymbol\sigma\cdot\mathbf B\;\mathbf r\cdot\nabla V,$$

which contributes $\mathbf r\cdot\nabla V/6$.

*Electric field of the photon.* Taking $\mathbf F\to i\alpha\omega\mathbf A$, $\boldsymbol\pi\to\mathbf p$, and keeping operator order, $(\mathbf B\times\mathbf r)\times\mathbf p=\mathbf r(\mathbf B\cdot\mathbf p)-\mathbf B(\mathbf r\cdot\mathbf p)$ and $\mathbf p\times(\mathbf B\times\mathbf r)=\mathbf B(\mathbf p\cdot\mathbf r)-(\mathbf B\cdot\mathbf p)\mathbf r$. Their difference projects to $-\tfrac23\mathbf B\,G$ with $G=\mathbf r\cdot\mathbf p+\mathbf p\cdot\mathbf r$. The term is $-\tfrac{\alpha^3}8\,i\omega\cdot\tfrac12\cdot(-\tfrac23)\boldsymbol\sigma\cdot\mathbf B\,G$, a contribution $i\omega G/12$. Now $[H,r^2]=\tfrac12[p^2,r^2]=-iG$, and $\langle f|[H,O]|i\rangle=-\omega\langle O\rangle$ for eigenstates, so $\langle G\rangle=-i\omega\langle r^2\rangle$ and the contribution is $+\omega^2r^2/12$.

The sum is $Q=-\tfrac12p^2-\tfrac1{12}\omega^2r^2+\tfrac16\mathbf r\cdot\nabla V$. The numerical check tests this against Dirac diagonalization in two smooth wells, with $k=\alpha\omega$ and with $k=2\alpha\omega$ to isolate the retardation term; for the well $r^2/2-3e^{-r^2}$ both roads give $|Q|=18.838$ eV on shell.

**Two-electron terms.** At this order (the Breit level) each electron obeys $H_P$ in the full $V$ and in the instantaneous vector potential made by the other. The first point gives $\mathbf r_1\cdot\nabla_1V=Z/r_1-\mathbf r_{12}\cdot\mathbf r_1/u^3$. For the second, the moment $\mathbf m_1=-\tfrac\alpha2\boldsymbol\sigma_1$ makes $\mathbf A_1(\mathbf r_2)=\mathbf m_1\times(\mathbf r_2-\mathbf r_1)/u^3=\tfrac\alpha2\boldsymbol\sigma_1\times\mathbf r_{12}/u^3$. The cross term in $\tfrac12\pi_2^2$ is

$$\alpha^2\mathbf A\cdot\mathbf A_1=\frac{\alpha^3}{4u^3}\big[\mathbf B\cdot\boldsymbol\sigma_1\;\mathbf r_2\cdot\mathbf r_{12}-\mathbf B\cdot\mathbf r_{12}\;\mathbf r_2\cdot\boldsymbol\sigma_1\big]\to\frac\alpha2\boldsymbol\sigma_1\cdot\mathbf B\;\alpha^2\,\frac{\mathbf r_{12}\cdot\mathbf r_2}{3u^3}.$$

This is the spin-other-orbit interaction with $\mathbf p_2\to\alpha\mathbf A$. The orbit-orbit term is spin-free and the spin-spin term has no momentum, so they add nothing. For a spherical cloud of electron 1 with fraction $N(r_2)$ inside $r_2$, Gauss's law averages $\mathbf r_{12}/u^3$ to $-\hat{\mathbf r}_2N/r_2^2$, and the term becomes $-N/(3r_2)$: Lamb shielding of spin 1 by the current induced in electron 2. The check tests this coefficient against a second-order Dirac sum for a Gaussian cloud (3.6186 eV both ways in the well $r^2/2$), where negative-energy states supply a share 0.9999 at $c=80$. A calculation restricted to positive-energy states lacks this term. The raw operator is

$$Q_1^B=-\frac{p_1^2}2-\frac{\omega^2r_1^2}{12}+\frac Z{6r_1}-\frac{\mathbf r_{12}\cdot\mathbf r_1}{6u^3}+\frac{\mathbf r_{12}\cdot\mathbf r_2}{3u^3}.$$

### (c) Equivalent forms and the rate

Since $G_1=2\mathbf r_1\cdot\mathbf p_1-3i$, with $[\tfrac12p_1^2,\mathbf r_1\cdot\mathbf p_1]=-ip_1^2$ and $[V,\mathbf r_1\cdot\mathbf p_1]=i\,\mathbf r_1\cdot\nabla_1V$,

$$[H,[H,r_1^2]]=-i[H,G_1]=-2p_1^2+2\,\mathbf r_1\cdot\nabla_1V .$$

Between eigenstates the left side is $\omega^2r_1^2$, so $\Delta\equiv\langle\omega^2r_1^2+2p_1^2-2Z/r_1+2\mathbf r_{12}\cdot\mathbf r_1/u^3\rangle=0$.

Subtract $\Delta/12$ from $Q_1^B$. The coefficients become $-\tfrac12-\tfrac16$ for $p_1^2$, $-\tfrac1{12}-\tfrac1{12}$ for $\omega^2r_1^2$ and $\tfrac16+\tfrac16$ for $Z/r_1$. The two-body part is $-\mathbf r_{12}\cdot(\mathbf r_1-\mathbf r_2)/(3u^3)=-1/(3u)$, which is symmetric in the electrons and has no element between the symmetric $\psi_f$ and the antisymmetric $\psi_i$. Adding $\Delta/12$ instead cancels $\omega^2r_1^2$, $Z/r_1$ and $\mathbf r_{12}\cdot\mathbf r_1$. Thus

$$Q_1^A=-\frac23p_1^2-\frac{\omega^2r_1^2}6+\frac Z{3r_1},\qquad Q_1^C=-\frac{p_1^2}3+\frac{\mathbf r_{12}\cdot\mathbf r_2}{3u^3}.$$

Form A looks one-body only because the identity has been used; the two-electron terms cannot be omitted from form B. With approximate states $\Delta\ne0$ and $M_{A,C}=M_B\mp\Delta/12$, so B lies midway by construction.

For the spin, split $\boldsymbol\sigma_1Q_1+\boldsymbol\sigma_2Q_2=\tfrac12(\boldsymbol\sigma_1+\boldsymbol\sigma_2)(Q_1+Q_2)+\tfrac12(\boldsymbol\sigma_1-\boldsymbol\sigma_2)(Q_1-Q_2)$. The first part annihilates the singlet. With $|S\rangle=(\uparrow\downarrow-\downarrow\uparrow)/\sqrt2$, the vector $\langle S|\tfrac12(\boldsymbol\sigma_1-\boldsymbol\sigma_2)|T\rangle$ is $(0,0,1)$ for $T_0=(\uparrow\downarrow+\downarrow\uparrow)/\sqrt2$ and $-(1,i,0)/\sqrt2$ for $\uparrow\uparrow$; rotational invariance makes the squared length 1 for all three. Exchange symmetry gives $\langle Q_2\rangle=-\langle Q_1\rangle\equiv-M$. So $|\boldsymbol\mu|=\tfrac{\alpha^3}2\cdot2|M|$ and

$$A=\frac43\alpha^9\omega^3M^2=\frac{4\alpha}{3\hbar}\,\frac{(\hbar\omega)^3M^2}{(mc^2)^4},\qquad M=\langle\psi_f|Q_1|\psi_i\rangle .$$

The second form follows because the hartree $E_h$ is $\alpha^2mc^2$ and the atomic rate unit is $E_h/\hbar$. Left out are radiative corrections (the anomalous moment multiplies $\boldsymbol\sigma_1+\boldsymbol\sigma_2$ at lowest order and enters $Q$ at relative order $\alpha/\pi$ at most), recoil, relative order $(Z\alpha)^2$, and two-photon decay.

### (d) Helium

Take $(1\pm P_{12})\,r_1^ir_2^ju^ke^{-ar_1-br_2}$ with $i+j+k\le\Omega$, upper sign and $a=b$, $i\ge j$ for the singlet, with exponents chosen to lower the energy. From $u\,du=-r_1r_2\,d\cos\theta$, the volume element is $8\pi^2r_1r_2u\,dr_1dr_2du$. Setting $r_1-r_2=u\tau$, $r_1+r_2=u+w$ makes it $4\pi^2r_1r_2u^2\,dw\,d\tau\,du$. Squaring $\mathbf r_1=\mathbf r_2+\mathbf r_{12}$ gives $2\,\mathbf r_{12}\cdot\mathbf r_2=(u+w)u\tau-u^2$, so the $u^{-3}$ operators become polynomial in $u$ and $w$ and Gauss–Laguerre quadrature is exact there. Elements of $p_1^2$ are $\int\nabla_1f\cdot\nabla_1g$ with $\nabla_1=\hat{\mathbf r}_1\partial_{r_1}+\hat{\mathbf r}_{12}\partial_u$. The phase is fixed by $\langle p_1^2\rangle>0$.

| $\Omega$ | $\hbar\omega$ (eV) | $M_A$ (eV) | $\tau_A$ (s) | $\tau_B$ (s) | $\tau_C$ (s) |
|---|---|---|---|---|---|
| 0 | 18.69 | −9.090 | 8544 | 9416 | 10428 |
| 1 | 19.49 | −8.065 | 9584 | 10287 | 11069 |
| 2 | 19.816 | −8.729 | 7780 | 7877 | 7975 |
| 3 | 19.821 | −8.697 | 7832 | 7905 | 7980 |
| 4 | 19.823 | −8.697 | 7829 | 7853 | 7878 |
| 5 | 19.823 | −8.691 | 7839 | 7855 | 7872 |
| 6 | 19.823 | −8.685 | 7850 | 7856 | 7861 |

At $\Omega=6$ (50 singlet and 84 triplet terms), $E_f=-79.0144$ eV and $E_i=-59.1910$ eV, so $\hbar\omega=19.8233$ eV ($0.72849\,E_h$, wavelength 625.45 Å for a fixed nucleus; recoil in $^4$He lowers $\hbar\omega$ by about 0.003 eV and lengthens the wavelength by about 0.1 Å). The elements are $\langle p_1^2/m\rangle=23.8537$ eV, $\langle r_1^2\rangle=-0.26146$ Å$^2$, $\langle1/r_1\rangle=0.51775$ Å$^{-1}$. With $E_h=27.2114$ eV and $a_0=0.529177$ Å, using $\hbar^2/m=E_ha_0^2$ and $e^2=E_ha_0$,

$$-\tfrac23(23.8537)=-15.902,\qquad-\frac{19.8233^2(-0.26146)}{6(27.2114)(0.529177)^2}=2.247,$$

$$\tfrac23(0.51775)(27.2114)(0.529177)=4.970,$$

all in eV. The sum is $M_A=-8.685$ eV $=-0.3192\,E_h$, and $M_A/mc^2=-1.6996\times10^{-5}$. Then

$$\hbar A=\frac4{3(137.036)}\,\frac{19.8233^3\,(1.6996\times10^{-5})^2}{510999^2}\ \text{eV}=8.385\times10^{-20}\ \text{eV},$$

which is the natural width of the Lorentzian line of an isolated atom at rest, the lower state being stable. Dividing by $\hbar=6.58212\times10^{-16}$ eV s gives $A=1.274\times10^{-4}$ s$^{-1}$ and $\tau_A=7850$ s $=2.18$ h. Form B has pieces $-11.927+1.124+2.485+0.364-0.728=-8.682$ eV. Without the last, spin-other-orbit piece the lifetime would be 9359 s against $\tau_B=7856$ s.

The three forms give 7850 to 7861 s, and the measured lifetime is roughly 7900 s with an uncertainty of about 500 s, so experiment tests the result only at the level of several percent. The spread $|M_C/M_A-1|$ falls from $9.5\times10^{-2}$ at $\Omega=0$ to $7\times10^{-4}$ at $\Omega=6$. It measures $\Delta$ and is not an error bound, so the fourth digit of $\tau$ is not established at $\Omega=6$. A basis of correlated exponentials $e^{-ar_1-br_2-cu}$ (180 singlet and 160 triplet terms) brings all three forms to $M=-8.680$ eV, $A=1.2725\times10^{-4}$ s$^{-1}$ and $\tau=7858$ to $7859$ s, so $\tau_A$ at $\Omega=6$ is low by about 9 s. In that basis the elements are $\langle p_1^2/m\rangle=23.857$ eV, $\langle r_1^2\rangle=-0.2621$ Å$^2$ and $\langle1/r_1\rangle=0.5179$ Å$^{-1}$, and the lifetime without the spin-other-orbit piece is 9363 s. The extra digits quoted above serve the arithmetic only.

Convergence is not monotonic: $\Omega=1$ lowers both energies, yet all three lifetimes move away from the $\Omega=6$ values. The table shows how for form A, with $\tau\propto\omega^{-3}M^{-2}$. At $\Omega=0$ the low $\omega$ lengthens $\tau_A$ by a factor $(19.823/18.69)^3=1.19$, and the too large $|M_A|$ shortens it by $(8.685/9.090)^2=0.91$, so the two errors partly cancel. At $\Omega=1$ the first factor improves to $1.05$, but $|M_A|$ is now too small and gives $1.16$ in the same direction. The variational principle bounds each energy, whose error is second order in the error of the wave function. It does not bound $M$, an off-diagonal element with a first-order error of either sign. For the same reason the closeness of $\tau_B=7905$ s at $\Omega=3$ to the measured size carries no weight.

## Variation 1: hydrogen-like and large-$Z$ helium-like ions

*Find the $2s\to1s$ M1 rate of a one-electron ion and the large-$Z$ limit of $M$.*

For one electron in a central potential form C is $Q=-p^2/3$. Orthogonality of eigenstates gives $\langle H\rangle=0$ off the diagonal, so $\langle p^2\rangle=2Z\langle1/r\rangle$. For $Z=1$, $R_{10}=2e^{-r}$ and $R_{20}=(1-r/2)e^{-r/2}/\sqrt2$, and

$$\langle1/r\rangle=\sqrt2\int_0^\infty\!\big(r-\tfrac12r^2\big)e^{-3r/2}dr=\sqrt2\Big(\frac49-\frac8{27}\Big)=\frac{4\sqrt2}{27}.$$

This scales as $Z$, so $Q_H=-\tfrac23Z\cdot\tfrac{4\sqrt2}{27}Z=-8\sqrt2Z^2/81$. Here $\boldsymbol\mu=-\tfrac{\alpha^3}2\boldsymbol\sigma Q_H$, and the sum over final spin gives $\langle\boldsymbol\sigma^2\rangle=3$. With $\omega=3Z^2/8$,

$$A_H=\alpha^9\omega^3Q_H^2=\alpha^9Z^{10}\,\frac{27}{512}\cdot\frac{128}{6561}=\frac{\alpha^9Z^{10}}{972}.$$

For hydrogen this is $2.49578\times10^{-6}$ s$^{-1}$, against $2.49592\times10^{-6}$ s$^{-1}$ from exact Dirac–Coulomb spinors; the difference relative to either is of order $\alpha^2$. This is the M1 channel alone, not the total $2s$ decay rate.

For two electrons with $1\ll Z\ll1/\alpha$, $\psi_f=1s\,1s$ and $\psi_i=[2s(1)1s(2)-1s(1)2s(2)]/\sqrt2$. The two-body term of form C scales as $Z$ and is subleading, and $\langle1s|2s\rangle=0$ removes the second product. So $M\to Q_H/\sqrt2=-8Z^2/81$ and $A/A_H\to\tfrac43\cdot\tfrac12=\tfrac23$. Hylleraas results at $Z=50$ and $100$, extrapolated in $1/Z$, give $M/Z^2=-2.6876$ eV against $-2.6875$ eV.

## Variation 2: the $g$ factor of $2\,^3S_1$

*Find the shift of $g$ at order $\alpha^2$ in a static field.*

Set $\omega=0$ and take the diagonal element. Now $\langle Q_1\rangle=\langle Q_2\rangle$, only the $\boldsymbol\sigma_1+\boldsymbol\sigma_2$ part remains, and $\delta g/g=\tfrac12\alpha^2\langle Q_1+Q_2\rangle$. The symmetric term $-1/(3u)$ dropped in reaching form A no longer vanishes, so form A does not apply. Forms B and C remain valid, since $\Delta=0$ also holds on the diagonal; form B is used here. Mixing by $H_B$ contributes nothing at first order, since $\boldsymbol\mu_0$ has no elements from $2\,^3S$ to other levels. Exchange sends $\mathbf r_{12}\to-\mathbf r_{12}$, so the two-body parts add to $-(\tfrac16+\tfrac13)\,\mathbf r_{12}\cdot(\mathbf r_1-\mathbf r_2)/u^3=-1/(2u)$. With $T=\tfrac12(p_1^2+p_2^2)$ and the virial theorem $\langle\sum_aZ/r_a\rangle=2\langle T\rangle+\langle1/u\rangle$,

$$\langle Q_1+Q_2\rangle=-\langle T\rangle+\tfrac16\big(2\langle T\rangle+\langle1/u\rangle\big)-\tfrac12\langle1/u\rangle=-\tfrac23\langle T\rangle-\tfrac13\langle1/u\rangle .$$

In eV, $\alpha^2/E_h=1/mc^2$, and at $\Omega=6$

$$\frac{\delta g}g=-\frac{59.191/3+7.298/6}{510999}=-41.0\times10^{-6},$$

relative to $g=2$, for a fixed nucleus and without radiative terms. The check tests that the direct expectation value of form B agrees with this virial form.

## Numbers as computed

```
1/alpha = 137.035999; hartree = 27.211386 eV; bohr = 0.529177 A
mc^2 = 510998.95 eV; hbar = 6.582120e-16 eV s
photon sum/(8pi/3), M=1,0,-1: [1. 1. 1.]; C_s = -0.666667; C_d^2 = 0.222222
H 2s-1s: Q operator = -3.80076 eV, Q Dirac = -3.80080 eV
H 2s-1s rate: Dirac 2.49592e-06 1/s, alpha^9/972 = 2.49578e-06 1/s
well r^2/2 (a.u.), k=1*alpha*w: |Q| Dirac 11.1090 eV, operator 11.1090 eV
well r^2/2 (a.u.), k=2*alpha*w: |Q| Dirac 55.5450 eV, operator 55.5450 eV
  shielding/alpha^2: Dirac 3.61859 eV, <N/r>/3 3.61859 eV, neg.-energy share 0.9999
well r^2/2-3exp(-r^2) (a.u.), k=1*alpha*w: |Q| Dirac 18.8384 eV, operator 18.8384 eV
well r^2/2-3exp(-r^2) (a.u.), k=2*alpha*w: |Q| Dirac 59.3722 eV, operator 59.3723 eV
  shielding/alpha^2: Dirac 2.96012 eV, <N/r>/3 2.96012 eV, neg.-energy share 0.9998
<rV'>/<p^2> off-diagonal in the two wells: -1.0000, -0.3839
large Z: M/Z^2 -> -2.6876 eV, -8/81 hartree = -2.6875 eV; rate/hydrogenic 0.6667
He: Omega, terms S/T, a_S, a_T, b_T (1/A), E(1 1S), E(2 3S) (eV)
0 1/1 3.189 3.720 0.607 -77.48867 -58.79416
1 3/4 3.427 3.784 1.194 -78.67444 -59.18778
2 7/10 3.430 3.690 1.238 -79.00624 -59.19061
3 13/20 3.600 4.062 1.194 -79.01208 -59.19096
4 22/35 3.853 3.734 1.464 -79.01408 -59.19100
5 34/56 3.992 4.410 1.336 -79.01427 -59.19100
6 50/84 4.223 4.107 1.570 -79.01435 -59.19101
He: Omega, hbar w, M_A, M_B, M_C (eV), lifetime A, B, C (s)
0 18.6945 -9.0902 -8.6592 -8.2281 8544 9416 10428
1 19.4867 -8.0646 -7.7845 -7.5043 9584 10287 11069
2 19.8156 -8.7293 -8.6754 -8.6215 7780 7877 7975
3 19.8211 -8.6967 -8.6560 -8.6153 7832 7905 7980
4 19.8231 -8.6967 -8.6833 -8.6699 7829 7853 7878
5 19.8233 -8.6912 -8.6822 -8.6732 7839 7855 7872
6 19.8233 -8.6849 -8.6819 -8.6788 7850 7856 7861
spread |M_C/M_A - 1|: Omega=0 9.48e-02, Omega=1 6.95e-02, Omega=6 7.05e-04
virial -<T>/E: singlet 1.000000, triplet 1.000000
<p1^2/m> = 23.8537 eV, <r1^2> = -0.26146 A^2, <1/r1> = 0.51775 1/A
<r12.r1/u^3> = -0.15158 1/A, <r12.r2/u^3> = -0.15158 1/A
form A pieces: -15.9024, 2.2472, 4.9703 eV
form B pieces: -11.9268, 1.1236, 2.4852, 0.3638, -0.7276 eV
M = -8.6849 eV = -0.31916 hartree; M/mc^2 = -1.6996e-05
hbar w = 19.8233 eV = 0.728494 hartree; wavelength = 625.45 A
rate = 1.2739e-04 1/s; lifetime = 7850 s = 2.181 h; width = 8.385e-20 eV
lifetime without spin-other-orbit term = 9359 s
2 3S: <T> = 59.1910 eV, <e^2/r12> = 7.2980 eV
2 3S g shift: form B -40.99 ppm, virial form -40.99 ppm
```
